# The displaced maximum of the Doniach-Sunjic photoelectron line: verification in Python

```python
# Result under test: the Doniach-Sunjic photoelectron line
#   I(u) = Gamma(1-a)/pi * cos(pi a/2 - (1-a) atan(u/g)) / (u^2+g^2)^((1-a)/2)
# has a single maximum at u = g * tan(pi a / (4 - 2 a)).
# u: binding energy minus threshold; g: Lorentzian half-width at half-maximum;
# a: asymmetry index. Energies in eV, times in 1/eV (hbar = 1).
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function
from scipy import constants


def profile(u, a, g):
    angle = np.pi * a / 2 - (1 - a) * np.arctan(u / g)
    return gamma_function(1 - a) / np.pi * np.cos(angle) / (u * u + g * g) ** ((1 - a) / 2)


def displacement(a, g):
    return g * np.tan(np.pi * a / (4 - 2 * a))


def convolve_power_law(kernel, u, a):
    """Integral over x > 0 of x^(a-1)/Gamma(a) * kernel(u-x)."""
    near = quad(lambda x: kernel(u - x), 0, 20, weight='alg', wvar=(a - 1, 0),
                epsabs=1e-11, epsrel=1e-11, limit=300)[0]
    far = quad(lambda x: x ** (a - 1) * kernel(u - x), 20, np.inf,
               epsabs=1e-11, epsrel=1e-10, limit=300)[0]
    return (near + far) / gamma_function(a)


def lorentzian(v):
    return 1 / (np.pi * (1 + v * v))


def lorentzian_slope(v):
    return -2 * v / (np.pi * (1 + v * v) ** 2)


# Profile and position of its maximum from the convolution itself (g = 1)
print("alpha: displacement/half-width, quadrature and formula")
for a in (0.05, 0.2, 0.5, 0.8):
    for u in (-3.0, 0.2, 2.0):
        assert abs(convolve_power_law(lorentzian, u, a) / profile(u, a, 1.0) - 1) < 1e-7
    root = brentq(lambda u: convolve_power_law(lorentzian_slope, u, a), -0.5, 4.0, xtol=1e-11)
    assert abs(root - displacement(a, 1.0)) < 1e-6
    print(f"  {a:.2f}: {root:.5f}  {displacement(a, 1.0):.5f}")

# Derivative of ln I against finite differences, and a scan for other extrema
for a in (0.0, 0.1, 0.2, 0.5, 0.8, 0.95):
    for u in (-2.0, 0.3, 5.0):
        phi = np.arctan(u)
        formula = ((1 - a) * np.cos(phi) * np.sin(np.pi * a / 2 - (2 - a) * phi)
                   / np.cos(np.pi * a / 2 - (1 - a) * phi))
        step = 1e-5
        numeric = (np.log(profile(u + step, a, 1.0))
                   - np.log(profile(u - step, a, 1.0))) / (2 * step)
        assert abs(numeric - formula) < 1e-8
    scan = np.tan(np.linspace(-1.57, 1.57, 2001))
    signs = np.sign(np.diff(profile(scan, a, 1.0)))
    assert signs[0] > 0 and signs[-1] < 0 and np.sum(signs[1:] != signs[:-1]) == 1

# Small-asymmetry expansion: second coefficient pi/8
small = 1e-3
assert abs((displacement(small, 1.0) - np.pi * small / 4) / small ** 2 - np.pi / 8) < 1e-3

# Example parameters: rough values in the regime of the Pt 4f7/2 line
alpha = 0.20
full_width = 0.40
half_width = full_width / 2
observed_maximum = 71.10
gaussian_fwhm = 0.40
temperature = 300.0
cutoff = 5.0
partner_offset, partner_ratio = 3.3, 0.75
surface_offset, layer_nm, escape_nm = -0.4, 0.23, 1.6
background_rate = 0.05
thermal_energy = constants.k * temperature / constants.e
sigma = gaussian_fwhm / np.sqrt(8 * np.log(2))
surface_share = 1 - np.exp(-layer_nm / escape_nm)

# Pair-emission integral against the closed overlap amplitude
for t in (0.3, 2.0):
    real = quad(lambda w: -2 * np.sin(w * t / 2) ** 2 / w * np.exp(-w / cutoff),
                0, 40 * cutoff, limit=1000)[0]
    imag = quad(lambda w: -np.sin(w * t) / w * np.exp(-w / cutoff),
                0, 40 * cutoff, limit=1000)[0]
    assert abs(real + 1j * imag + np.log(1 + 1j * cutoff * t)) < 1e-7
# Thermal pair integral against the closed thermal factor
for t in (5.0, 40.0):
    thermal = quad(lambda w: -4 * np.sin(w * t / 2) ** 2 / w / np.expm1(w / thermal_energy),
                   0, 40 * thermal_energy, limit=1000)[0]
    x = np.pi * thermal_energy * t
    assert abs(thermal + np.log(np.sinh(x) / x)) < 1e-7

# Time grid: composite Gauss-Legendre in s, with t = t_max * s^5
nodes, node_weights = np.polynomial.legendre.leggauss(16)
panels = 300
s = ((np.arange(panels)[:, None] + (nodes + 1) / 2) / panels).ravel()
s_weights = np.tile(node_weights / (2 * panels), panels)
t_max = 40 / half_width
times = t_max * s ** 5
time_weights = s_weights * 5 * t_max * s ** 4


def make_line(width=0.0, kT=0.0, inverse_cutoff=0.0):
    """Return line(u, order): the order-th derivative of the broadened line."""
    amplitude = (inverse_cutoff + 1j * times) ** (-alpha)
    if kT > 0:
        x = np.pi * kT * times
        amplitude = amplitude * (x / np.sinh(x)) ** alpha
    amplitude = amplitude * np.exp(-half_width * times - (width * times) ** 2 / 2)
    amplitude = amplitude * time_weights / np.pi

    def line(u, order):
        return np.sum(amplitude * (1j * times) ** order * np.exp(1j * u * times)).real
    return line


def total_slope(u, line, components, rate):
    return sum(weight * (line(u - offset, 1) + rate * line(u - offset, 0))
               for weight, offset in components)


def maximum(line, components=((1.0, 0.0),), rate=0.0):
    return brentq(total_slope, -0.1, 0.3, args=(line, components, rate), xtol=1e-12)


bare_line = make_line()
shift = displacement(alpha, half_width)
phi_max = np.arctan(shift / half_width)
height = (gamma_function(1 - alpha) / np.pi * half_width ** (alpha - 1)
          * np.cos(phi_max) ** (2 - alpha))
log_curvature = -(1 - alpha) * (2 - alpha) * np.cos(phi_max) ** 2 / half_width ** 2
for u in (-3.3, -0.2, 0.0, 0.5):
    assert abs(bare_line(u, 0) - profile(u, alpha, half_width)) < 1e-8
assert abs(maximum(bare_line) - shift) < 1e-8
assert abs(bare_line(shift, 0) / height - 1) < 1e-8
assert abs(bare_line(shift, 2) / bare_line(shift, 0) / log_curvature - 1) < 1e-7

# Neglected effects, one at a time
bulk_and_partner = ((1.0, 0.0), (partner_ratio, partner_offset))
bulk_and_surface = ((1 - surface_share, 0.0), (surface_share, surface_offset))
gaussian_maximum = maximum(make_line(width=sigma))
cutoff_maximum = maximum(make_line(inverse_cutoff=1 / cutoff))
background_maximum = maximum(bare_line, rate=background_rate)
effects = {
    "Gaussian broadening": gaussian_maximum - shift,
    "temperature": maximum(make_line(kT=thermal_energy)) - shift,
    "pair-energy cutoff": cutoff_maximum - shift,
    "4f5/2 partner": maximum(bare_line, bulk_and_partner) - shift,
    "surface layer": maximum(bare_line, bulk_and_surface) - shift,
    "inelastic background": background_maximum - shift,
}
# Broadened maximum checked by direct convolution in energy
v = np.linspace(-9 * sigma, 9 * sigma, 6001)
kernel_slope = -v / sigma ** 2 * np.exp(-v ** 2 / (2 * sigma ** 2)) / (sigma * np.sqrt(2 * np.pi))
direct_slope = np.sum(kernel_slope * profile(gaussian_maximum - v, alpha, half_width)) * (v[1] - v[0])
assert abs(direct_slope) < 1e-7
assert gaussian_maximum > shift and cutoff_maximum < shift
# First-order response of the maximum to a small extra slope
linear_background = background_rate / abs(log_curvature)
assert abs(linear_background / effects["inelastic background"] - 1) < 0.05

# All effects together, with one maximum in the region of the main line
full_line = make_line(sigma, thermal_energy, 1 / cutoff)
all_components = tuple((share * ratio, offset + extra)
                       for share, offset in bulk_and_surface
                       for ratio, extra in bulk_and_partner)
combined = maximum(full_line, all_components, background_rate)
slope_signs = np.sign([total_slope(u, full_line, all_components, background_rate)
                       for u in np.linspace(-0.8, 1.0, 182)])
assert slope_signs[0] > 0 and slope_signs[-1] < 0
assert np.sum(slope_signs[1:] != slope_signs[:-1]) == 1

print("Example: rough values, Pt 4f7/2 regime")
print(f"asymmetry index = {alpha:.2f}")
print(f"Lorentzian full width = {full_width:.2f} eV")
print(f"Lorentzian half-width = {half_width:.2f} eV")
print(f"angle at maximum = {phi_max:.5f} rad")
print(f"angle at maximum = {np.degrees(phi_max):.3f} degrees")
print(f"tangent of angle = {np.tan(phi_max):.5f}")
print(f"displacement = {shift:.4f} eV")
print(f"displacement = {1000 * shift:.1f} meV")
print(f"leading small-alpha estimate = {np.pi * alpha / 4 * half_width:.4f} eV")
print(f"two-term small-alpha estimate = {np.pi * alpha / 4 * (1 + alpha / 2) * half_width:.4f} eV")
print(f"wrong value using full width = {displacement(alpha, full_width):.4f} eV")
print(f"I(maximum)/I(threshold) = {height / profile(0.0, alpha, half_width):.5f}")
print(f"second derivative of ln I at maximum = {log_curvature:.2f} eV^-2")
print(f"observed maximum (chosen) = {observed_maximum:.2f} eV")
print(f"threshold, bare formula = {observed_maximum - shift:.4f} eV")
print("Inputs for neglected effects (rough)")
print(f"Gaussian full width = {gaussian_fwhm:.2f} eV")
print(f"Gaussian standard deviation = {sigma:.4f} eV")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {thermal_energy:.4f} eV")
print(f"pair-energy cutoff = {cutoff:.1f} eV")
print(f"partner offset = {partner_offset:.1f} eV")
print(f"partner intensity ratio = {partner_ratio:.2f}")
print(f"surface line offset = {surface_offset:.1f} eV")
print(f"surface layer thickness = {layer_nm:.2f} nm")
print(f"escape depth = {escape_nm:.1f} nm")
print(f"surface share of signal = {surface_share:.4f}")
print(f"background rate = {background_rate:.2f} per eV")
print("Change of the maximum, each effect alone")
for name, change in effects.items():
    print(f"  {name}: {change:+.5f} eV")
print(f"background, first-order estimate = {linear_background:+.5f} eV")
print(f"sum of separate changes = {sum(effects.values()):+.4f} eV")
print(f"change, all effects together = {combined - shift:+.4f} eV")
print(f"displacement, all effects together = {combined:.4f} eV")
print(f"threshold, all effects together = {observed_maximum - combined:.4f} eV")
print("success")
```

Printed output:

```
alpha: displacement/half-width, quadrature and formula
  0.05: 0.04030  0.04030
  0.20: 0.17633  0.17633
  0.50: 0.57735  0.57735
  0.80: 1.73205  1.73205
Example: rough values, Pt 4f7/2 regime
asymmetry index = 0.20
Lorentzian full width = 0.40 eV
Lorentzian half-width = 0.20 eV
angle at maximum = 0.17453 rad
angle at maximum = 10.000 degrees
tangent of angle = 0.17633
displacement = 0.0353 eV
displacement = 35.3 meV
leading small-alpha estimate = 0.0314 eV
two-term small-alpha estimate = 0.0346 eV
wrong value using full width = 0.0705 eV
I(maximum)/I(threshold) = 1.02288
second derivative of ln I at maximum = -34.91 eV^-2
observed maximum (chosen) = 71.10 eV
threshold, bare formula = 71.0647 eV
Inputs for neglected effects (rough)
Gaussian full width = 0.40 eV
Gaussian standard deviation = 0.1699 eV
temperature = 300 K
thermal energy kT = 0.0259 eV
pair-energy cutoff = 5.0 eV
partner offset = 3.3 eV
partner intensity ratio = 0.75
surface line offset = -0.4 eV
surface layer thickness = 0.23 nm
escape depth = 1.6 nm
surface share of signal = 0.1339
background rate = 0.05 per eV
Change of the maximum, each effect alone
  Gaussian broadening: +0.03253 eV
  temperature: +0.00090 eV
  pair-energy cutoff: -0.00110 eV
  4f5/2 partner: +0.00006 eV
  surface layer: -0.00375 eV
  inelastic background: +0.00144 eV
background, first-order estimate = +0.00143 eV
sum of separate changes = +0.0301 eV
change, all effects together = +0.0182 eV
displacement, all effects together = 0.0535 eV
threshold, all effects together = 71.0465 eV
success
```
